The Resolution Limit of Deconvolution After Gaussian Blur

**Problem**

A one-dimensional pattern o(x) is recorded through a blur g(x) with additive noise n(x):

d(x) = ∫ g(x − x′) o(x′) dx′ + n(x)

The blur is a known Gaussian of unit area and standard deviation σ = 2 nm. Pattern and noise are independent, stationary and of zero mean (the known average has been subtracted), and both have flat spectra. Before blur, the rms spectral amplitude of the pattern is S = 100 times that of the noise at every frequency. A period counts as recovered if its amplitude after blur is at least the noise amplitude.

(a) Show that deconvolution recovers periods only down to about 4.1 nm.
(b) Show that no other linear processing of the data moves this limit, and say what would.
(c) Find how an error of 5% in the assumed σ affects the result.

**Hints**

1. Convolution multiplies each Fourier component by a number H(f). Differentiate H with respect to f and integrate by parts.
2. Division by H restores the pattern. Follow what it does to the noise.
3. For (b), multiply each data component by a free gain W and minimize the mean-square error.
4. For (c), divide by the wrong H and evaluate the ratio at the limiting period.

**Solution**

*The transfer factor.* Take a field much longer than σ and treat it as periodic. Let O, N and D be the Fourier components of pattern, noise and data at frequency f = 1/p, where p is the period. The convolution theorem gives

D = H O + N, with H(f) = ∫ g(x) cos(2πfx) dx

The sine part vanishes because g is even. Differentiating,

dH/df = −2π ∫ x g(x) sin(2πfx) dx

For a Gaussian, g′ = −x g/σ², so x g = −σ² g′. Substituting this and integrating by parts, with vanishing boundary terms,

dH/df = 2πσ² ∫ g′(x) sin(2πfx) dx = −2πσ² (2πf) ∫ g(x) cos(2πfx) dx = −4π²σ² f H

Unit area means H(0) = 1, and therefore

H(f) = exp(−2π²σ²f²)

*Part (a): the limit.* H is never zero, so without noise every period could be restored. With noise, division by H gives

D/H = O + N/H

The pattern returns at its full amplitude, but the noise is amplified by 1/H. Since the rms value of O is S times that of N,

(rms error)/(rms pattern amplitude) = 1/(S H)

The recovery condition is S H ≥ 1, which is the same as requiring this error ratio not to exceed 1. Taking the logarithm with f = 1/p,

ln S − 2π²σ²/p² ≥ 0

For S > 1 we may multiply by p² and divide by ln S without changing the direction of the inequality:

p² ≥ 2π²σ²/ln S

The shortest recovered period is therefore

p_c = πσ √(2/ln S)

With ln 100 = 4.605,

p_c = π × 2 nm × √(2/4.605) = 6.283 nm × 0.659 = 4.14 nm

Longer periods satisfy the inequality and shorter ones violate it, which is the claim. For comparison, the full width at half maximum of the blur is 4.71 nm.

The neighbourhood of the limit shows how sharp it is. The last column is derived in part (b).

| p (nm) | S H | error ratio 1/(S H) | least error power |
|---|---|---|---|
| 6.00 | 11.2 | 0.090 | 0.008 |
| 5.00 | 4.25 | 0.235 | 0.052 |
| 4.14 | 1.00 | 1.00 | 0.500 |
| 3.50 | 0.159 | 6.30 | 0.975 |
| 3.00 | 0.015 | 64.6 | 0.9998 |

Information fades steeply but continuously, so the number depends on the criterion. If the blurred amplitude must exceed the noise by a factor k, the condition S H = k replaces S by S/k in p_c. For k = 3 the limit is 4.75 nm, and for k = 5 it is 5.13 nm. The word "amplitude" also matters: a power ratio of 100 means S = 10 and a limit of 5.86 nm.

Two limits of the formula are worth reading. As S falls towards 1, p_c grows without bound, because even a weak blur then pushes the signal below the noise. As S grows, p_c shrinks only as 1/√(ln S), whereas it is proportional to σ. At large S, reducing the blur is thus far more effective than reducing the noise by the same factor.

*Part (b): the best linear estimate.* A gain W applied to a data component multiplies the signal H O and the noise N alike, so their ratio S H, and with it the limit, stays the same. A gain can still change the error of the estimate: large amplified noise can be suppressed by using a W smaller than 1/H. The error of the estimate W D is

W D − O = (W H − 1) O + W N

Pattern and noise are uncorrelated, so their mean squares add. H is real, and an imaginary part of W would only add error, so W may be taken real. Divided by the mean-square pattern amplitude, the error is

E(W) = (1 − W H)² + W²/S²

Setting the derivative to zero,

−2H(1 − W H) + 2W/S² = 0, so W = S²H/(1 + S²H²)

This is the Wiener gain. It gives 1 − W H = 1/(1 + S²H²), and hence

E_min = [1 + S²H²]/(1 + S²H²)² = 1/(1 + S²H²)

The second derivative, 2H² + 2/S², is positive, so this is a minimum. At p_c, where S H = 1, half of the pattern's power in that mode is still unexplained. Well below p_c, E_min approaches 1, the error made by ignoring the data and guessing zero. Regularization keeps the noise from exploding, but it does not bring back the lost periods.

Nor does it help to combine different frequencies. For stationary pattern and noise, different Fourier modes are uncorrelated, so adding data from another mode to the estimate adds its own mean square to the error and cancels nothing.

If pattern and noise are also Gaussian, nonlinear processing does not help either. The error of the Wiener estimate is uncorrelated with all the data, and for Gaussian variables this means independent of them. For any other estimate, the mean-square error is then the Wiener error plus the mean-square difference between the two estimates, which cannot be smaller.

With σ and S fixed, what can move the limit is knowledge beyond the spectra. If the pattern is known to be a grating of equal lines and spaces with sharp edges, for example, its fundamental fixes all its higher harmonics. These are then supplied by the assumed shape and not measured in the image.

Both parts were tested numerically on a periodic field of 256 nm with 512 points, σ = 2 nm and S = 100. In 4000 random Gaussian patterns, blurred in real space, given noise and deconvolved, the error ratio reached 1 at 4.14 nm. A separate calculation of the least error, with all modes free to mix, gave one half at 4.141 nm.

*Part (c): a wrong blur width.* Suppose the deconvolution assumes a width rσ. Leaving out the noise, the restored amplitude relative to the true one is

H(σ)/H(rσ) = exp[2π²σ²f²(r² − 1)]

At the limiting period 2π²σ²f² = ln S, so the ratio becomes

S^(r² − 1)

For r = 1.05 the exponent is 0.1025 and the amplitude comes out 1.60 times too large. For r = 0.95 the exponent is −0.0975 and the factor is 0.64. A 5% error in σ thus produces an amplitude error of about +60% or −36% at the limit. The noise does not enter this ratio, so averaging does not remove the bias. Near p_c, plain division by H therefore requires the blur to be known much better than to 5% if averaged amplitudes are to be trusted. With the Wiener gain of part (b), the same errors in σ raise the error power at the limit only from 0.500 to about 0.505. This tolerance does not extend to all recovered periods: at 5 nm, where the gain follows 1/H more closely, the error power rises from 0.052 to 0.11 if σ is taken 5% too small and to 0.15 if it is taken 5% too large.

**Variation 1: how much signal would half the period require?**

Keep σ = 2 nm fixed. Solving S H = 1 for S gives the amplitude ratio required at period p:

S(p) = exp(2π²σ²/p²)

Halving p multiplies the exponent by four, so the required ratio is raised to its fourth power. To go from 4.14 nm to 2.07 nm, S must rise from 100 to 100⁴ = 10⁸.

Averaging M frames with independent noise reduces the noise amplitude by √M, provided that the pattern does not change between frames. One hundred frames raise S from 100 to 1000 and move the limit only to 3.38 nm. Reaching 2.07 nm requires √M = 10⁶, or M = 10¹² frames. Halving σ at S = 100 would give the same period with no averaging.

**Variation 2: sharp lines in a scanning electron microscope**

Replace the flat spectrum by that of equal lines and spaces with sharp edges and a pitch P = 32 nm. Let S = 100 now hold for the fundamental only, with the noise unchanged. Which harmonics survive?

For unit line height, harmonic n has the Fourier coefficient

c_n = (1/P) ∫ cos(2πnx/P) dx, from −P/4 to P/4, = sin(nπ/2)/(nπ)

Even harmonics vanish and odd ones fall as 1/n. The signal-to-noise ratio after blur is therefore (S/n) H(n/P):

| n | period (nm) | flat spectrum | sharp lines |
|---|---|---|---|
| 3 | 10.67 | 50.0 | 16.7 |
| 5 | 6.40 | 14.5 | 2.91 |
| 7 | 4.57 | 2.29 | 0.33 |

The seventh harmonic would be recovered with a flat spectrum but is lost here. Writing 1/n = p/P and treating p as continuous, the limit follows from S (p/P) H(1/p) = 1, whose numerical root is 5.30 nm.

These parameters are round values in the rough regime of critical-dimension microscopes viewing resist lines. There o(x) stands for the emission profile that an unblurred beam would record, not the height of the resist. Taking this profile as a square wave is a simplification: real line edges emit more strongly, which can add even harmonics and change the strengths of the odd ones. A flat ratio of 100 down to a few nanometres is optimistic for sharp lines; for the square profile, the falling spectrum alone moves the limit on the continuous envelope from 4.14 to 5.30 nm, and the shortest harmonic actually recovered from 4.57 to 6.40 nm. Two other departures, each applied alone to the flat-spectrum case with the noise held fixed, matter less. Averaging over a 0.8 nm pixel multiplies H by 0.94 at the limit and gives 4.17 nm. A halo of standard deviation 10 nm carrying 10% of the blur gives 4.19 nm.

Electron counting sets the price of S. With N detected electrons, a sinusoidal grating of relative modulation m = (max − min)/(max + min) has a Fourier sum of magnitude mN/2, while Poisson noise has rms magnitude √N. Hence S = m√N/2, or

N = 4S²/m²

For m = 0.10 and S = 100 this is 4 × 10⁶ electrons, or 4 per nm² over a field of 1000 nm × 1000 nm. This is the cost for a single sinusoidal grating if the electrons are detected independently. For sharp equal lines and spaces with the same m, the fundamental is larger by 4/π, so N is smaller by (π/4)², about 2.5 × 10⁶. Secondary electrons released in groups by the same primary electron are noisier, and N must then be larger. At fixed total rms contrast, a pattern with many periods shares it among them, so each m is smaller and the required N is larger. Shrinkage of the resist under the beam, which would limit the usable dose, is not included.

Numbers as computed

```
blur standard deviation: 2.0 nm
blur full width at half maximum: 4.71 nm
amplitude SNR before blur: 100
ln S: 4.6052
cutoff period, formula: 4.141 nm
cutoff frequency: 0.2415 per nm
cutoff period, quadrature and root: 4.141 nm
cutoff period, simulated deconvolution: 4.14 nm
period of half minimum error power: 4.141 nm
period nm | H | SNR after blur | inverse error/object | min error power
6.00 | 1.116e-01 | 11.155 | 0.090 | 0.0080
5.00 | 4.250e-02 | 4.250 | 0.235 | 0.0525
4.14 | 1.000e-02 | 1.000 | 1.000 | 0.5000
3.50 | 1.588e-03 | 0.159 | 6.298 | 0.9754
3.00 | 1.549e-04 | 0.015 | 64.574 | 0.9998
cutoff with SNR margin 3: 4.75 nm
cutoff with SNR margin 5: 5.13 nm
cutoff if 100 were a power ratio: 5.86 nm
cutoff after averaging 100 frames (S = 1000): 3.38 nm
half the cutoff period: 2.07 nm
amplitude SNR needed there: 1.00e+08
line pattern pitch: 32 nm
harmonic | period nm | SNR flat spectrum | SNR sharp lines
1 | 32.00 | 92.579 | 92.579
3 | 10.67 | 49.960 | 16.653
5 | 6.40 | 14.549 | 2.910
7 | 4.57 | 2.286 | 0.327
9 | 3.56 | 0.194 | 0.022
cutoff on 1/f envelope of sharp lines: 5.30 nm
restored/true amplitude at cutoff, sigma 5% low: 0.638
restored/true amplitude at cutoff, sigma 5% high: 1.603
pixel size: 0.8 nm; shortest sampled period: 1.6 nm
pixel aperture factor at cutoff: 0.940
cutoff with pixel aperture: 4.17 nm
halo weight: 0.10; halo sigma: 10 nm
cutoff with halo: 4.19 nm
single-grating modulation before blur: 0.10
detected electrons needed: 4.0e+06
field side: 1000 nm; detected dose: 4.0 electrons per nm^2
SNR from simulated electron counting: 100.0
```
